**Directional growth of ripples on stressed silicon (001)**

For a ripple of wavevector k, the program tests the growth rate s = B(Λσ₀²k³ − γk⁴), where B is the surface-diffusion mobility, Λ the surface compliance, σ₀ the equibiaxial stress and γ the surface energy. It compares the closed form for Λ with a three-component half-space solution and with energy minimisation in a body that has a real ripple. The rippled body also tests the surface energy density and the growth rate. For 200 random stable cubic crystals, the program asserts that [100] is more compliant than [110] when 2C₄₄ > C₁₁ − C₁₂ and not otherwise. For the silicon constants it asserts that Λ falls at each 1° step from [100] to [110]. The output gives compliances of 12.25 and 11.02 TPa⁻¹ for [100] and [110], and a ratio of maximum growth rates of 1.52. It also prints estimates of several neglected effects, including prestress, surface stress, elastic softening and misfit dislocations.

## Numerical check

```python
"""
Result under test: on an equibiaxially stressed cubic (001) half-space, a ripple
h = A cos(k x) grows by surface diffusion at the rate
    s = B (Lam sigma^2 k^3 - gamma k^4),
and Lam is larger for k along [100] than along [110] if 2 C44 > C11 - C12.
Symbols: C11, C12, C44 elastic constants; sigma flat-surface stress;
gamma surface energy; B surface-diffusion mobility; Lam surface compliance,
defined by surface strain = -Lam sigma k h. Angles are measured from [100].
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar


def stiffness(c11, c12, c44, angle):
    """Cubic stiffness tensor in axes turned about [001]."""
    d = np.eye(3)
    c = c12 * np.einsum('ij,kl->ijkl', d, d)
    c += c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    co, si = np.cos(angle), np.sin(angle)
    r = np.array([[co, si, 0], [-si, co, 0], [0, 0, 1]])
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, c, optimize=True)


def compliance_formula(c11, c12, c44, direction):
    a = c11 if direction == '100' else (c11 + c12 + 2 * c44) / 2
    g = np.sqrt(a * c11)
    return np.sqrt(c11 * (2 / ((g - c12) * (g + c12)**2)
                          + 1 / (c44 * (g**2 - c12**2))))


def compliance_modes(c11, c12, c44, angle):
    """Three-component half-space solution from decaying eigenmodes."""
    c = stiffness(c11, c12, c44, angle)
    q, r, t = c[:, 0, :, 0], c[:, 0, :, 2], c[:, 2, :, 2]
    ti = np.linalg.inv(t)
    m = np.block([[np.zeros((3, 3)), np.eye(3)],
                  [ti @ q, -1j * ti @ (r + r.T)]])
    p, v = np.linalg.eig(m)
    keep = p.real > 0
    assert keep.sum() == 3
    p, disp = p[keep], v[:3, keep]
    traction = 1j * r.T @ disp + t @ disp * p
    return (disp @ np.linalg.inv(traction))[0, 0].real


def ripple_body(c11, c12, c44, angle, strain, amp, depth=10.0, degree=16):
    """Minimise elastic energy in a body with a real ripple, k = 1.
    Returns energy change per area and energy density along the surface."""
    c = stiffness(c11, c12, c44, angle)
    eps0 = np.diag([strain, strain, -2 * c12 / c11 * strain])
    sig0 = np.einsum('ijkl,kl->ij', c, eps0)
    nx = 16
    x = 2 * np.pi * np.arange(nx) / nx
    node, weight = legendre.leggauss(degree + 8)
    level, weight = (node + 1) / 2, weight / 2

    def gradients(xx, ss):
        trig, dtrig = [np.ones_like(xx)], [np.zeros_like(xx)]
        for n in range(1, 4):
            trig += [np.cos(n * xx), np.sin(n * xx)]
            dtrig += [-n * np.sin(n * xx), n * np.cos(n * xx)]
        trig, dtrig = np.array(trig).T, np.array(dtrig).T
        pol, dpol = [], []
        for j in range(degree + 1):
            e = np.eye(degree + 1)[j]
            val = legendre.legval(2 * ss - 1, e)
            der = 2 * legendre.legval(2 * ss - 1, legendre.legder(e))
            pol.append(ss * val)
            dpol.append(val + ss * der)
        pol, dpol = np.array(pol).T, np.array(dpol).T
        height = depth + amp * np.cos(xx)
        slope = -amp * np.sin(xx)
        fx = np.einsum('pn,pj->pnj', dtrig, pol).reshape(len(xx), -1)
        fs = np.einsum('pn,pj->pnj', trig, dpol).reshape(len(xx), -1)
        return fx - (ss * slope / height)[:, None] * fs, fs / height[:, None]

    xx, ss = np.repeat(x, len(level)), np.tile(level, nx)
    vol = np.tile(weight, nx) / nx * (depth + amp * np.cos(xx))
    grad = gradients(xx, ss)
    nb = grad[0].shape[1]
    k_mat, load = np.zeros((3 * nb, 3 * nb)), np.zeros(3 * nb)
    axes = (0, 2)
    for a in range(2):
        for i in range(3):
            load[i * nb:(i + 1) * nb] += sig0[i, axes[a]] * (vol @ grad[a])
        for b in range(2):
            block = grad[a].T @ (vol[:, None] * grad[b])
            k_mat += np.kron(c[:, axes[a], :, axes[b]], block)
    u = -np.linalg.solve(k_mat, load)
    energy = 0.5 * load @ u
    top = gradients(x, np.ones(nx))
    g = np.zeros((nx, 3, 3))
    for a in range(2):
        for i in range(3):
            g[:, i, axes[a]] = top[a] @ u[i * nb:(i + 1) * nb]
    eps = eps0 + (g + np.transpose(g, (0, 2, 1))) / 2
    density = 0.5 * np.einsum('pij,ijkl,pkl->p', eps, c, eps, optimize=True)
    return energy, x, density


# Rough silicon constants and the chosen operating point
C = (166.0, 64.0, 80.0)                    # GPa
strain, gamma, temp = 0.01, 1.2, 1000.0    # -, J/m^2, K
diff_cm2 = 1e-10                          # cm^2/s, chosen
modulus = C[0] + C[1] - 2 * C[1]**2 / C[0]
sigma = modulus * strain                  # GPa
lam = {d: compliance_formula(*C, d) for d in ('100', '110')}
angle_of = {'100': 0.0, '110': np.pi / 4}

# Flat stress is equibiaxial in any in-plane axes, with a free surface
flat = np.diag([strain, strain, -2 * C[1] / C[0] * strain])
for ang in (0.0, 0.3, np.pi / 4):
    stress = np.einsum('ijkl,kl->ij', stiffness(*C, ang), flat)
    assert np.allclose(stress, np.diag([sigma, sigma, 0]), atol=1e-10)

# Closed form against half-space modes and against the real rippled body
amp = 0.01
body_lam = {}
for d, ang in angle_of.items():
    assert abs(compliance_modes(*C, ang) / lam[d] - 1) < 1e-8
    energy, x, density = ripple_body(*C, ang, strain, amp)
    body_lam[d] = -4 * energy / (sigma**2 * amp**2)
    assert abs(body_lam[d] / lam[d] - 1) < 1e-3
    w_amp = 2 * np.mean(density * np.cos(x))
    assert abs(w_amp / (-lam[d] * sigma**2 * amp) - 1) < 2e-3
    # Full curvature and arc-length diffusion law on the rippled surface
    g_test = 0.5 * lam['100'] * sigma**2
    slope = -amp * np.sin(x)
    curvature = amp * np.cos(x) / (1 + slope**2)**1.5
    freq = np.fft.fftfreq(len(x), 1 / len(x))

    def ddx(f):
        return np.fft.ifft(1j * freq * np.fft.fft(f)).real

    rate_h = ddx(ddx(density + g_test * curvature) / np.sqrt(1 + slope**2))
    s_body = 2 * np.mean(rate_h * np.cos(x)) / amp
    assert abs(s_body / (lam[d] * sigma**2 - g_test) - 1) < 5e-3
    # Surface energy from arc length
    area = np.mean(np.sqrt(1 + slope**2)) - 1
    assert abs(area / (amp**2 / 4) - 1) < 1e-3

fine = ripple_body(*C, 0.0, strain, amp, depth=12.0, degree=20)[0]
fine_lam = -4 * fine / (sigma**2 * amp**2)
shift = abs(fine_lam / body_lam['100'] - 1)
assert shift < 1e-4

# An intermediate direction, where out-of-plane displacement is coupled
mid = np.radians(20)
mid_body = -4 * ripple_body(*C, mid, strain, amp)[0] / (sigma**2 * amp**2)
assert abs(mid_body / compliance_modes(*C, mid) - 1) < 1e-3
scan = np.array([compliance_modes(*C, t) for t in np.linspace(0, np.pi / 4, 46)])
assert np.all(np.diff(scan) < 0)

# Isotropic limit
young, nu = 160.0, 0.25
iso12 = young * nu / ((1 + nu) * (1 - 2 * nu))
iso44 = young / (2 * (1 + nu))
for d in lam:
    iso = compliance_formula(iso12 + 2 * iso44, iso12, iso44, d)
    assert abs(iso / (2 * (1 - nu**2) / young) - 1) < 1e-12

# Ordering criterion for random stable cubic crystals
rng = np.random.default_rng(4)
tested = 0
while tested < 200:
    c12, c44 = rng.uniform(-0.3, 0.8), rng.uniform(0.1, 1.0)
    if abs(2 * c44 / (1 - c12) - 1) < 0.05:
        continue
    l0 = compliance_modes(1.0, c12, c44, 0.0)
    l45 = compliance_modes(1.0, c12, c44, np.pi / 4)
    assert (l0 > l45) == (2 * c44 > 1 - c12)
    assert abs(l0 / compliance_formula(1.0, c12, c44, '100') - 1) < 1e-6
    assert abs(l45 / compliance_formula(1.0, c12, c44, '110') - 1) < 1e-6
    tested += 1


# Smooth fourfold surface energy has equal stiffness in both directions
def projected_energy(slope, angle):
    n = np.array([-slope * np.cos(angle), -slope * np.sin(angle), 1.0])
    n /= np.linalg.norm(n)
    return (1 + 0.1 * np.sum(n**4)) / n[2]


step = 1e-3
stiff = [(projected_energy(step, t) - 2 * projected_energy(0, t)
          + projected_energy(-step, t)) / step**2 for t in (0, np.pi / 4)]
assert abs(stiff[0] - stiff[1]) < 1e-4
assert abs(stiff[0] - projected_energy(0, 0)) > 0.1

# Growth rates in SI units
lattice = const.physical_constants['lattice parameter of silicon'][0]
omega = lattice**3 / 8
site_density = omega**(-2 / 3)
mobility = diff_cm2 * 1e-4 * site_density * omega**2 / (const.k * temp)


def fastest(lam_gpa, sigma_gpa):
    """Maximise the dispersion relation numerically; k in 1/nm, rate in 1/s."""
    kc = lam_gpa * sigma_gpa**2 / gamma

    def rate(k):
        drive = lam_gpa * sigma_gpa**2 * 1e9 * (k * 1e9)**3
        return mobility * (drive - gamma * (k * 1e9)**4)

    opt = minimize_scalar(lambda y: -rate(y * kc) / rate(0.5 * kc),
                          bounds=(0.01, 0.999), method='bounded',
                          options={'xatol': 1e-10})
    return kc, opt.x * kc, rate(opt.x * kc)


kc, km, smax = {}, {}, {}
for d in lam:
    kc[d], km[d], smax[d] = fastest(lam[d], sigma)
    assert abs(km[d] / (0.75 * kc[d]) - 1) < 1e-5
    closed = (27 / 256 * mobility * (lam[d] * 1e-9)**4
              * (sigma * 1e9)**8 / gamma**3)
    assert abs(smax[d] / closed - 1) < 1e-8
lam_ratio = lam['100'] / lam['110']
rate_ratio = smax['100'] / smax['110']
assert lam_ratio > 1 and abs(rate_ratio / lam_ratio**4 - 1) < 1e-8

# Sizes of neglected effects
soft = tuple(0.95 * c for c in C)
soft_rate = fastest(compliance_formula(*soft, '100'), 0.95 * sigma)[2]
sub_rate = fastest(compliance_formula(*soft, '100'), sigma)[2]
low44 = (C[0], C[1], 0.95 * C[2])
low44_ratio = (compliance_formula(*low44, '100')
               / compliance_formula(*low44, '110'))**4
# Misfit dislocation: stress work against isotropic line tension, 60-degree type
burgers = lattice * 1e9 / np.sqrt(2)
bulk = (C[0] + 2 * C[1]) / 3
shear = (C[0] - C[1] + 3 * C[2]) / 5
poisson = (3 * bulk - 2 * shear) / (2 * (3 * bulk + shear))


def force_balance(thick):
    drive = sigma * burgers * thick * 0.5
    tension = (shear * burgers**2 * (1 - poisson * 0.25)
               / (4 * np.pi * (1 - poisson)) * (np.log(thick / burgers) + 1))
    return drive - tension


h_crit = brentq(force_balance, 1.0, 200.0)

print(f"C11, C12, C44 (rough inputs) = {C[0]:.0f}, {C[1]:.0f}, {C[2]:.0f} GPa")
print(f"anisotropy 2 C44/(C11-C12) = {2 * C[2] / (C[0] - C[1]):.3f}")
print(f"longitudinal stiffness a along [110] = {(C[0] + C[1] + 2 * C[2]) / 2:.1f} GPa")
print(f"g along [110] = {np.sqrt((C[0] + C[1] + 2 * C[2]) / 2 * C[0]):.2f} GPa")
print(f"strain = {100 * strain:.1f} %")
print(f"biaxial modulus M = {modulus:.2f} GPa")
print(f"flat-surface stress = {sigma:.4f} GPa")
print(f"surface energy (rough input) = {gamma:.2f} J/m^2")
print(f"temperature = {temp:.0f} K")
print(f"surface diffusivity (chosen) = {diff_cm2:.1e} cm^2/s")
print(f"atomic volume = {omega * 1e27:.5f} nm^3")
print(f"surface site density = {site_density * 1e-18:.3f} nm^-2")
print(f"mobility B = {mobility * 1e54 * const.e:.2f} nm^6/(eV s)")
for d in lam:
    print(f"[{d}] compliance Lam = {lam[d] * 1000:.4f} 1/TPa")
    print(f"[{d}] Lam from rippled body = {body_lam[d] * 1000:.4f} 1/TPa")
    print(f"[{d}] elastic drive Lam sigma^2 = {lam[d] * sigma**2 * 1000:.3f} MPa")
    print(f"[{d}] critical wavelength = {2 * np.pi / kc[d]:.1f} nm")
    print(f"[{d}] fastest wavelength = {2 * np.pi / km[d]:.1f} nm")
    print(f"[{d}] maximum growth rate = {smax[d]:.4e} 1/s")
    print(f"[{d}] e-folding time = {1 / smax[d] / 60:.2f} min")
print(f"rippled-body convergence shift = {shift:.1e} (relative)")
print(f"Lam at 20 degrees from [100] = {compliance_modes(*C, mid) * 1000:.4f} 1/TPa")
print(f"compliance ratio [100]/[110] = {lam_ratio:.4f}")
print(f"maximum-rate ratio [100]/[110] = {rate_ratio:.4f}")
contrast = np.exp(3 * (rate_ratio - 1))
print(f"amplitude ratio after 3 e-foldings of [110] = {contrast:.2f}")
print(f"prestress size sigma/C44 = {100 * sigma / C[2]:.2f} %")
ss_size = gamma * km['100'] / sigma
print(f"surface-stress size, taking it equal to gamma = {100 * ss_size:.2f} %")
print(f"rate factor, 5% softer crystal at fixed strain = {soft_rate / smax['100']:.3f}")
print(f"rate factor, 5% softer half-space at fixed stress = {sub_rate / smax['100']:.3f}")
print(f"rate ratio [100]/[110] with C44 5% lower = {low44_ratio:.4f}")
print(f"dislocation critical thickness estimate = {h_crit:.1f} nm")
print(f"elastic decay length 1/k for [100] = {1 / km['100']:.1f} nm")
print(f"atomic step height = {lattice * 1e9 / 4:.4f} nm")
print(f"steps crest to trough at 1 nm amplitude = {2 / (lattice * 1e9 / 4):.1f}")
print("finished without a failed check")
```

Running it gives:

```
C11, C12, C44 (rough inputs) = 166, 64, 80 GPa
anisotropy 2 C44/(C11-C12) = 1.569
longitudinal stiffness a along [110] = 195.0 GPa
g along [110] = 179.92 GPa
strain = 1.0 %
biaxial modulus M = 180.65 GPa
flat-surface stress = 1.8065 GPa
surface energy (rough input) = 1.20 J/m^2
temperature = 1000 K
surface diffusivity (chosen) = 1.0e-10 cm^2/s
atomic volume = 0.02002 nm^3
surface site density = 13.561 nm^-2
mobility B = 631.01 nm^6/(eV s)
[100] compliance Lam = 12.2465 1/TPa
[100] Lam from rippled body = 12.2459 1/TPa
[100] elastic drive Lam sigma^2 = 39.966 MPa
[100] critical wavelength = 188.7 nm
[100] fastest wavelength = 251.5 nm
[100] maximum growth rate = 6.1330e-04 1/s
[100] e-folding time = 27.18 min
[110] compliance Lam = 11.0240 1/TPa
[110] Lam from rippled body = 11.0234 1/TPa
[110] elastic drive Lam sigma^2 = 35.977 MPa
[110] critical wavelength = 209.6 nm
[110] fastest wavelength = 279.4 nm
[110] maximum growth rate = 4.0270e-04 1/s
[110] e-folding time = 41.39 min
rippled-body convergence shift = 2.1e-07 (relative)
Lam at 20 degrees from [100] = 11.7612 1/TPa
compliance ratio [100]/[110] = 1.1109
maximum-rate ratio [100]/[110] = 1.5230
amplitude ratio after 3 e-foldings of [110] = 4.80
prestress size sigma/C44 = 2.26 %
surface-stress size, taking it equal to gamma = 1.66 %
rate factor, 5% softer crystal at fixed strain = 0.815
rate factor, 5% softer half-space at fixed stress = 1.228
rate ratio [100]/[110] with C44 5% lower = 1.4417
dislocation critical thickness estimate = 12.5 nm
elastic decay length 1/k for [100] = 40.0 nm
atomic step height = 0.1358 nm
steps crest to trough at 1 nm amplitude = 14.7
finished without a failed check
```
